# Coulomb-metric density fitting and the sign of the exchange-energy error, part 2

Density fitting replaces a pair density $\rho$ by $\tilde\rho=\sum_P c_P\chi_P$, a combination of fixed auxiliary functions $\chi_P$ with span $W$. The question is what sign this gives the error of the exchange energy. Gaussian units are used, with $e$ the unit of charge. The Coulomb product is

$$(f|g)=\iint \frac{f^*(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' . \tag{1}$$

It is linear in $g$ and conjugate-linear in $f$, and $(f|g)^*=(g|f)$. With $\hat f(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}f(\mathbf r)\,d^3r$,

$$(f|g)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,\hat f(\mathbf k)^*\,\hat g(\mathbf k). \tag{5}$$

Hence $(f|f)\ge0$, with equality only for $f=0$, and $\|f\|=(f|f)^{1/2}$ is a norm.

The electrons occupy a single determinant of orthonormal orbitals $\phi_i$ of definite spin $\sigma$, held fixed here, with density matrix $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\phi_{i\sigma}(\mathbf r)\phi^*_{i\sigma}(\mathbf r')$. For two orbitals of the same spin $\rho_{ij}=\phi_i^*\phi_j$, and the exchange energy is

$$E_x=-\frac{e^2}{2}\sum_\sigma\sum_{ij}(\rho_{ij}|\rho_{ij}). \tag{3}$$

For a closed shell $E_x=-e^2\sum_{ij}(\rho_{ij}|\rho_{ij})$, summed over doubly occupied spatial orbitals. In $\rho_{ia}$, $i$ is occupied and $a$ empty.

The residual is $\Delta=\rho-\tilde\rho$. The Coulomb-metric fit minimises $(\Delta|\Delta)$ with no side condition. The fitted energy $\tilde E_x$ is (3) with every $\rho_{ij}$ replaced by $\tilde\rho_{ij}$, and the gap is $G=\tilde E_x-E_x$.

Section 3 treated a real $\rho$ and one real function, $\tilde\rho=c\chi$, with $b=(\chi|\rho)$ and $V=(\chi|\chi)$:

$$(\Delta|\Delta)=(\rho|\rho)-\frac{b^2}{V}+V\Big(c-\frac bV\Big)^2 .$$

The minimum is at $c=b/V$, where

$$(\rho|\rho)-(\tilde\rho|\tilde\rho)=(\Delta|\Delta)\ge0. \tag{7}$$

For one doubly occupied orbital this gives $G=e^2(\Delta|\Delta)$.

## 5. Many fitting functions, complex densities

Let $\chi_1,\dots,\chi_M$ be linearly independent, and define the vector $b_P=(\chi_P|\rho)$ and the matrix $V_{PQ}=(\chi_P|\chi_Q)$. The matrix is Hermitian because $(f|g)^*=(g|f)$. It is positive definite because, for any vector $y\neq0$, $y^\dagger Vy=(\sum_Py_P\chi_P|\sum_Qy_Q\chi_Q)$ is the squared norm of a nonzero function. So $V^{-1}$ exists and is Hermitian and positive definite.

With $\tilde\rho=\sum_Pc_P\chi_P$ one has $(\tilde\rho|\rho)=\sum_Pc_P^*b_P=c^\dagger b$, $(\rho|\tilde\rho)=b^\dagger c$ and $(\tilde\rho|\tilde\rho)=c^\dagger Vc$. The function to be minimised is

$$F(c)=(\rho|\rho)-c^\dagger b-b^\dagger c+c^\dagger Vc .$$

Set $c_0=V^{-1}b$. Then $Vc_0=b$, $c_0^\dagger V=b^\dagger$, and

$$(c-c_0)^\dagger V(c-c_0)=c^\dagger Vc-c^\dagger b-b^\dagger c+b^\dagger V^{-1}b ,$$

so that

$$F(c)=(\rho|\rho)-b^\dagger V^{-1}b+(c-c_0)^\dagger V(c-c_0). \tag{11}$$

The last term is positive unless $c=c_0$, so $c_0$ is the unique minimum. At the minimum,

$$(\chi_P|\Delta)=b_P-\sum_QV_{PQ}c_{0Q}=0\quad\text{for every }P, \tag{12}$$

and by linearity $(w|\Delta)=0$ for every $w$ in $W$. The residual is orthogonal to the auxiliary space. In electrostatic terms, the potential of the residual does no net work on any charge distribution that the auxiliary set can form. The map $\rho\mapsto\tilde\rho$ is linear, because $b$ is linear in $\rho$, and it is the orthogonal projection onto $W$ in the Coulomb product.

Take two densities $f=\tilde f+\Delta_f$ and $g=\tilde g+\Delta_g$. For any fit whatever, expanding $(f|g)$ gives

$$(f|g)-(\tilde f|\tilde g)=(\tilde f|\Delta_g)+(\Delta_f|\tilde g)+(\Delta_f|\Delta_g). \tag{13}$$

The first two terms are linear in the residuals. For the Coulomb fit $\tilde f$ and $\tilde g$ lie in $W$ and both terms vanish by (12):

$$(f|g)-(\tilde f|\tilde g)=(\Delta_f|\Delta_g),\qquad(\tilde f|\tilde g)=c_f^\dagger Vc_g=b_f^\dagger V^{-1}b_g . \tag{14}$$

For $g=f=\rho$,

$$(\rho|\rho)-b^\dagger V^{-1}b=(\Delta|\Delta)\ge0,\qquad b^\dagger V^{-1}b\ge0, \tag{15}$$

so the fitted self-repulsion lies between zero and the exact value.

The meaning of "quadratic" is the following. Write $\rho=w+\lambda h$ with $w$ in $W$ and $h$ orthogonal to $W$. The fit returns $w$, the residual is $\lambda h$, and the error of the integral is $|\lambda|^2(h|h)$. A residual whose norm is a fraction $\eta$ of $\|\rho\|$ costs a fraction $\eta^2$ of the integral.

For $f\ne g$ the error is still of second order but has no fixed sign; replacing $g$ by $-g$ reverses it. Its size is bounded. For $\Delta_g\ne0$ fit $\Delta_f$ by the single function $\Delta_g$; then (15) reads $(\Delta_f|\Delta_f)\ge|(\Delta_g|\Delta_f)|^2/(\Delta_g|\Delta_g)$, which is

$$|(\Delta_f|\Delta_g)|\le\|\Delta_f\|\,\|\Delta_g\|. \tag{16}$$

The Coulomb fit therefore underestimates self-repulsions, but not all two-electron integrals. An expression that contains integrals between different pair densities has a signed error only if its structure provides one, and this must be shown case by case. By (14), for any list of densities the matrix of errors $(\Delta_f|\Delta_g)$ and the matrix of fitted integrals are both positive semidefinite. This is enough for the opposite-spin second-order correlation energy of a closed shell at fixed real orbitals and orbital energies, $-e^4\sum A_{ia,jb}^2/(D_{ia}+D_{jb})$ with $A_{ia,jb}=(\rho_{ia}|\rho_{jb})$ and excitation energies $D_{ia}>0$. Writing $1/(D_{ia}+D_{jb})=\int_0^\infty e^{-tD_{ia}}e^{-tD_{jb}}dt$ turns it into $-e^4\int_0^\infty\mathrm{Tr}(A_t^2)\,dt$, where $A_t$ has the elements $e^{-tD_{ia}/2}A_{ia,jb}\,e^{-tD_{jb}/2}$. Then $\mathrm{Tr}(A_t^2)-\mathrm{Tr}(\tilde A_t^2)=\mathrm{Tr}[(A_t-\tilde A_t)(A_t+\tilde A_t)]\ge0$, the trace of a product of two positive semidefinite matrices, so the fitted value does not lie below the exact one. The exchange-type products $(\rho_{ia}|\rho_{jb})(\rho_{ib}|\rho_{ja})$ of the same-spin part are not of this form, and the argument gives no sign for the same-spin or the total second-order energy. Nor does it cover different orbitals for different spins: the opposite-spin integrals are then an off-diagonal block of the full matrix of integrals, not a positive semidefinite matrix, and the fitted opposite-spin energy can lie on either side of the exact one.

Tests on limits. For $M=1$ and real functions, (11) and (15) reduce to section 3. If $\rho$ lies in $W$, say $\rho=\sum_Pa_P\chi_P$, then $b=Va$, $c_0=a$ and $\Delta=0$. If $\rho$ is orthogonal to $W$, then $b=0$, $\Delta=\rho$ and the whole integral is lost; symmetry can enforce this case, as the truncated sets of section 10 show.

## 6. The exchange energy

Apply (15) to every term of (3):

$$G=\tilde E_x-E_x=\frac{e^2}2\sum_\sigma\sum_{ij}\big[(\rho_{ij}|\rho_{ij})-(\tilde\rho_{ij}|\tilde\rho_{ij})\big]=\frac{e^2}{2}\sum_\sigma\sum_{ij}(\Delta_{ij}|\Delta_{ij})\ge0. \tag{17}$$

The sign arises thus: each self-repulsion is too small, it enters (3) with a minus sign, and so the fitted energy is less negative. With the second inequality of (15), $E_x\le\tilde E_x\le0$. A sum of non-negative terms vanishes only if each term does, so equality on the left holds only when every occupied pair density lies in $W$; "above" means "not below". For a closed shell $G=e^2\sum_{ij}(\Delta_{ij}|\Delta_{ij})$. No cancellation between pairs is possible, so the errors of all pairs add up.

Three extensions need no new work. With fractional occupations $n_i\ge0$ in $\gamma_\sigma$, each term of (3) and (17) is multiplied by $n_in_j\ge0$. In a global hybrid functional the exact-exchange term is $aE_x$ with $a>0$, and its error at fixed orbitals is $aG\ge0$. If $1/r$ is replaced by another real kernel depending on distance whose Fourier transform is positive, (5) holds with that transform and sections 5 and 6 go through unchanged, provided that the same kernel is used for the fit and for the energy. Coefficients fitted with $1/r$ and used with another kernel are in general not optimal for it (the two sets coincide, for instance, when the density lies in $W$), and section 8 applies.

The fit can equally be applied to products of basis functions rather than of orbitals. With $\phi_i=\sum_\mu C_{\mu i}\varphi_\mu$, the pair density is $\rho_{ij}=\sum_{\mu\nu}C^*_{\mu i}C_{\nu j}\,\varphi^*_\mu\varphi_\nu$. Because the fit is a linear map, the fit of this sum is the same sum of the fits of $\varphi_\mu^*\varphi_\nu$, as long as all products are fitted in the same space $W$. The two procedures give the same $\tilde\rho_{ij}$.

Linearity also makes $G$ independent of the choice of occupied orbitals. For $\phi'_i=\sum_kU_{ki}\phi_k$ with unitary $U$, $\Delta'_{ij}=\sum_{kl}U_{ki}^*U_{lj}\Delta_{kl}$, and

$$\sum_{ij}(\Delta'_{ij}|\Delta'_{ij})=\sum_{klmn}\Big(\sum_iU_{ki}U^*_{mi}\Big)\Big(\sum_jU^*_{lj}U_{nj}\Big)(\Delta_{kl}|\Delta_{mn})=\sum_{kl}(\Delta_{kl}|\Delta_{kl}),$$

since the brackets are $\delta_{km}$ and $\delta_{ln}$. The single terms change under the mixing; the sum does not.

The bound extends to the exchange matrix. For a closed shell with real functions, let $D=2CC^T$ with $C$ the occupied coefficients, and

$$K_{\mu\nu}=e^2\sum_{\lambda\kappa}D_{\lambda\kappa}(\varphi_\mu\varphi_\lambda|\varphi_\nu\varphi_\kappa)=2e^2\sum_i(\varphi_\mu\phi_i|\varphi_\nu\phi_i).$$

Then $\mathrm{Tr}(DK)=2\sum_j(C^TKC)_{jj}=4e^2\sum_{ij}(\rho_{ij}|\rho_{ij})$, so $E_x=-\frac14\mathrm{Tr}(DK)$, and the Fock matrix contains $-\frac12K$. For any real vector $x$ put $\psi=\sum_\mu x_\mu\varphi_\mu$. By (14) and linearity,

$$x^T(K-\tilde K)x=2e^2\sum_i(\Delta[\psi\phi_i]\,|\,\Delta[\psi\phi_i])\ge0, \tag{18}$$

where $\Delta[\psi\phi_i]$ is the residual of the product $\psi\phi_i$. So $K-\tilde K$ is positive semidefinite, and the fitted exchange operator $-\frac12\tilde K$ is never more attractive than the exact one, for any orbital in the basis, occupied or empty. Summing (18) over the occupied orbitals gives $\mathrm{Tr}[C^T(K-\tilde K)C]=2G$.

Test on a limit. For one doubly occupied orbital the sum in (17) has one term per spin, $G=e^2(\Delta|\Delta)$, which is the result of section 3.

## 7. Changing the auxiliary space

Let $W\subset W'$, with fits $\tilde\rho,\tilde\rho'$ and residuals $\Delta,\Delta'$. Then $\Delta=\Delta'+(\tilde\rho'-\tilde\rho)$, and $\tilde\rho'-\tilde\rho$ lies in $W'$, to which $\Delta'$ is orthogonal by (12). The cross terms drop:

$$(\Delta|\Delta)=(\Delta'|\Delta')+\|\tilde\rho'-\tilde\rho\|^2 . \tag{19}$$

Adding functions never raises the gap, so $\tilde E_x$ never rises along a sequence of nested spaces. It converges to $E_x$ only if the spaces become complete for the occupied pair densities. This ordering holds only for nested spaces; a larger number of functions alone guarantees nothing. Independently of nesting, (17) shows that at fixed orbitals the set with the lower $\tilde E_x$ has the smaller gap, so an auxiliary set can be optimised by lowering $\tilde E_x$ without knowing $E_x$.

When the auxiliary functions are nearly linearly dependent, $V$ has small eigenvalues, and these may be discarded. With orthonormal eigenvectors $X_a$ and eigenvalues $w_a>0$, $V^{-1}=\sum_aX_aX_a^\dagger/w_a$ and

$$b^\dagger V^{-1}b=\sum_a\frac{|X_a^\dagger b|^2}{w_a}. \tag{20}$$

Every term is non-negative. Dropping terms cannot raise the fitted integral, so the bound survives and the gap cannot shrink; the truncated sum is the Coulomb fit in the subspace spanned by the kept combinations $\sum_P X_{Pa}\chi_P$. The opposite danger is numerical. An error $\eta$ in $X_a^\dagger b$, from rounding or from neglected three-centre integrals, changes the term by $2\,\mathrm{Re}(\eta^*X_a^\dagger b)/w_a+|\eta|^2/w_a$, which can be positive and is amplified by $1/w_a$. The theorem assumes exact $b$ and $V$.

Tests on limits. For an empty $W$, $\tilde\rho=0$ and (19) becomes (15) for the space $W'$. For a $W'$ that contains $\rho$, $\Delta'=0$, $\tilde\rho'=\rho$, and (19) is an identity.

## 8. Coefficients that are not the Coulomb optimum

Let the coefficients be $c=c_0+\delta$, whether from another metric, from a constraint, or from another kernel. The plain form is

$$c^\dagger Vc=b^\dagger V^{-1}b+2\,\mathrm{Re}(\delta^\dagger b)+\delta^\dagger V\delta ,$$

where $Vc_0=b$ was used in the cross terms. Subtracting from $(\rho|\rho)$ and using (15),

$$(\rho|\rho)-(\tilde\rho|\tilde\rho)=(\Delta_0|\Delta_0)-2\,\mathrm{Re}(\delta^\dagger b)-\delta^\dagger V\delta , \tag{21}$$

with $\Delta_0$ the optimal residual. The error is linear in $\delta$ and has no sign. The robust form $R=2\,\mathrm{Re}(\rho|\tilde\rho)-(\tilde\rho|\tilde\rho)=c^\dagger b+b^\dagger c-c^\dagger Vc$ satisfies $(\rho|\rho)-R=F(c)$, so by (11)

$$(\rho|\rho)-R=(\Delta_0|\Delta_0)+\delta^\dagger V\delta\ge(\Delta_0|\Delta_0). \tag{22}$$

The robust exchange energy lies above the Coulomb-fitted one, which lies above the exact one. What is lost is the other side of (15): $R=b^\dagger V^{-1}b-\delta^\dagger V\delta$ becomes negative when $\delta$ is large enough, an unphysical negative self-repulsion.

Local fitting falls under one of two cases. If each occupied pair density $\rho_{ij}$ is fitted with the Coulomb metric in a subspace $W_{ij}$ of its own, (15) holds pair by pair and (17) stands; the gap is no smaller than for the full space by (19), and invariance under orbital mixing is lost because the fit is no longer one linear map. If each basis-function product $\varphi_\mu\varphi_\nu$ has its own subspace, the assembled $\tilde\rho_{ij}$ mixes fits from different subspaces, its residual is not orthogonal to $\tilde\rho_{ij}$ in general, and only the robust form keeps a sign.

Tests on limits. At $\delta=0$ both (21) and (22) reduce to (15). At $\delta=-c_0$, where the fit is zero, $\delta^\dagger b=-b^\dagger V^{-1}b$ and $\delta^\dagger V\delta=b^\dagger V^{-1}b$, and both right-hand sides equal $(\Delta_0|\Delta_0)+b^\dagger V^{-1}b=(\rho|\rho)$, as they must.

At fixed orbitals the Coulomb-fitted exchange energy never lies below the exact one, and enlarging the auxiliary space never raises the gap; with other coefficients the robust form keeps this sign, but the plain form does not. It remains to examine total energies and self-consistent orbitals, and to test the results on acetylene.
